# Hurley's Condition and the Pulay Term in H2+

## The result

Let \(H(\lambda)\) be a Hermitian Hamiltonian depending on a real parameter, and let \(W(\lambda)\) be the energy obtained by optimizing a family of trial functions at each \(\lambda\). If the family is closed under the change of \(\lambda\), meaning that it is the same set of functions at every \(\lambda\) apart from constant factors, then the optimized function \(\psi\) obeys the Hellmann-Feynman theorem,

\[
\frac{dW}{d\lambda}=\frac{\langle\psi|\partial H/\partial\lambda|\psi\rangle}{\langle\psi|\psi\rangle}. \tag{1}
\]

This is Hurley's condition. It holds under the smoothness assumptions stated below, and \(\psi\) need not be an eigenfunction. Optimization alone does not suffice: if the functions themselves move with \(\lambda\), the right side acquires the Pulay term

\[
P=\frac{2\,\mathrm{Re}\langle\partial_\lambda\psi|(H-E)\psi\rangle}{\langle\psi|\psi\rangle}, \tag{2}
\]

where \(\partial_\lambda\psi\) is taken at fixed variational parameters. For H2+ with a 1s function attached to each nucleus, \(P\) is derived below in terms of a few integrals. Near the equilibrium distance it is as large as the Hellmann-Feynman term and cancels it.

## First derivation: the tangent space

Write the trial functions as \(\psi(c,\lambda)\), with real parameters \(c=(c_1,c_2,\dots)\); a complex coefficient counts as two real ones. Let \(N=\langle\psi|\psi\rangle\) and define \(E(c,\lambda)\) by

\[
EN=\langle\psi|H|\psi\rangle .
\]

Differentiate with respect to \(\lambda\) at fixed \(c\). Since \(H\) is Hermitian, the derivatives of the bra and the ket give complex conjugate terms:

\[
N\,\partial_\lambda E+2E\,\mathrm{Re}\langle\partial_\lambda\psi|\psi\rangle
=\langle\psi|\partial_\lambda H|\psi\rangle+2\,\mathrm{Re}\langle\partial_\lambda\psi|H\psi\rangle .
\]

Moving the second term to the right and dividing by \(N\) gives

\[
\partial_\lambda E=\frac{\langle\psi|\partial_\lambda H|\psi\rangle}{N}+P. \tag{3}
\]

The same calculation for a parameter \(c_i\), on which \(H\) does not depend, gives

\[
\frac{\partial E}{\partial c_i}=\frac{2\,\mathrm{Re}\langle\partial_{c_i}\psi|(H-E)\psi\rangle}{N}. \tag{4}
\]

Let the optimum \(c^*(\lambda)\) be a stationary point that varies smoothly with \(\lambda\). Then \(W(\lambda)=E(c^*(\lambda),\lambda)\), and the chain rule gives

\[
\frac{dW}{d\lambda}=\partial_\lambda E+\sum_i\frac{\partial E}{\partial c_i}\frac{dc_i^*}{d\lambda}=\partial_\lambda E .
\]

Stationarity thus removes the response of the parameters. It does not remove \(P\), which describes a change of the function that the parameters did not make.

Closure removes \(P\). Suppose that a function belonging to \(\lambda'\) can be written with functions belonging to \(\lambda\),

\[
\psi(c,\lambda')=k(\lambda')\,\psi(\gamma(\lambda'),\lambda),\qquad k(\lambda)=1,\quad \gamma(\lambda)=c,
\]

with \(k\) and \(\gamma\) differentiable. Differentiation with respect to \(\lambda'\) at \(\lambda'=\lambda\) yields

\[
\partial_\lambda\psi=k'\psi+\sum_i\gamma_i'\,\partial_{c_i}\psi. \tag{5}
\]

Insert this into (2) and use (4):

\[
P=\frac{2\,\mathrm{Re}\left[k'^{*}\langle\psi|(H-E)\psi\rangle\right]}{N}+\sum_i\gamma_i'\frac{\partial E}{\partial c_i}=0 .
\]

The first term vanishes by the definition of \(E\), the second by stationarity. Equation (1) follows.

The proof uses only (5), at the optimum: the change of \(\psi\) with \(\lambda\) must be a multiple of \(\psi\), possibly complex, plus a combination of the allowed variations \(\partial_{c_i}\psi\) with real coefficients. Even this is not necessary. A family that contains, at each \(\lambda\), just the exact eigenfunction has no parameters and in general is not closed, yet \(P=0\) because \((H-E)\psi=0\).

## Second derivation: the frozen optimum

Now let \(F\) be a fixed set of functions, with no reference to parameters, and let

\[
W(\lambda)=\min_{\psi\in F}E[\psi;\lambda],\qquad
E[\psi;\lambda]=\frac{\langle\psi|H(\lambda)|\psi\rangle}{\langle\psi|\psi\rangle}.
\]

Let \(\psi_0\) attain the minimum at \(\lambda_0\). Because \(F\) does not change, \(\psi_0\) is still an admissible trial function at any other \(\lambda\). The minimum there cannot lie above its energy:

\[
W(\lambda)\le E[\psi_0;\lambda],\qquad W(\lambda_0)=E[\psi_0;\lambda_0]. \tag{6}
\]

The difference \(D(\lambda)=E[\psi_0;\lambda]-W(\lambda)\) is therefore nonnegative and vanishes at \(\lambda_0\), where it has a minimum. If both curves are differentiable there, \(D'(\lambda_0)=0\). Since \(\psi_0\) is held fixed, its energy changes only through \(H\), so

\[
W'(\lambda_0)=\left.\frac{d}{d\lambda}E[\psi_0;\lambda]\right|_{\lambda_0}
=\frac{\langle\psi_0|\partial_\lambda H|\psi_0\rangle}{\langle\psi_0|\psi_0\rangle},
\]

which is (1).

If \(W\) has a kink, as when two different minima exchange order, (6) still gives information. Subtract the common value at \(\lambda_0\) and divide by \(\lambda-\lambda_0\). The inequality keeps its direction for \(\lambda>\lambda_0\) and reverses for \(\lambda<\lambda_0\). Where the one-sided slopes exist,

\[
W'(\lambda_0^+)\le\langle\partial_\lambda H\rangle_{\psi_0}\le W'(\lambda_0^-).
\]

If the family moves with \(\lambda\), the argument breaks at its first step: \(\psi_0\) may no longer be admissible, and its energy may fall below the new optimum.

## What each derivation assumes

Both require closure, but in different senses. The first needs a differentiable reparametrization and a smoothly varying stationary point. That point may be a minimum, a maximum or a saddle. The second needs a global minimum and a differentiable \(W\), but the set may have no smooth parametrization and the minimizer need not vary continuously with \(\lambda\).

They also fail differently. When closure is lost, the first still holds up to (3) and gives the missing term explicitly. The second gives no formula for the error, but it shows what has been lost: the right to use the old function as an upper bound on the new optimum.

Neither derivation bounds the error of the slope relative to the exact one. With the exact Hamiltonian, \(W\) cannot lie below the exact ground-state energy, but a curve lying above another may be steeper or less steep.

## Atom-fixed functions in H2+

Atomic units are used, with the nuclei clamped and relativity neglected. Nucleus \(a\) is at the origin and nucleus \(b\) at \(z=R\), so that

\[
H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}+\frac1R .
\]

The trial function is \(\psi=a+b\), where

\[
a=\sqrt{\zeta^3/\pi}\;e^{-\zeta r_a},\qquad b=\sqrt{\zeta^3/\pi}\;e^{-\zeta r_b},\qquad w=\zeta R .
\]

The exponent \(\zeta\) is the variational parameter. Derivatives with respect to \(R\) hold the electron coordinates and nucleus \(a\) fixed. A prime now means \(\partial/\partial R\) at fixed \(\zeta\).

**Integrals.** The four needed are

\[
S=\langle a|b\rangle,\quad J=\langle a|\tfrac1{r_b}|a\rangle,\quad K=\langle a|\tfrac1{r_b}|b\rangle,\quad L=\langle a|\tfrac{\cos\theta_b}{r_b}|b\rangle,
\]

where \(\theta_b\) is the angle at \(b\) measured from the direction of \(a\), so \(\cos\theta_b=(R-z)/r_b\).

For \(S\), \(K\) and \(L\) use \(\xi=(r_a+r_b)/R\) and \(\eta=(r_a-r_b)/R\), with volume element \((R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\). The product \(ab\) is \((\zeta^3/\pi)e^{-w\xi}\), and the angle \(\varphi\) gives \(2\pi\), so the common prefactor is \(w^3/4\). Integrating over \(\eta\) from \(-1\) to \(1\),

\[
S=\frac{w^3}{4}\int_1^\infty e^{-w\xi}\left(2\xi^2-\tfrac23\right)d\xi
=e^{-w}\left(1+w+\frac{w^2}{3}\right),
\]

because \(\int_1^\infty e^{-w\xi}d\xi=e^{-w}/w\) and \(\int_1^\infty \xi^2e^{-w\xi}d\xi=e^{-w}(1/w+2/w^2+2/w^3)\). With \(1/r_b=2/[R(\xi-\eta)]\),

\[
K=\frac{w^3}{2R}\int_1^\infty e^{-w\xi}\,2\xi\,d\xi
=\frac{w^3}{R}e^{-w}\left(\frac1w+\frac1{w^2}\right)=\zeta(1+w)e^{-w}.
\]

\(J\) is the potential of the spherical density \(a^2\) at distance \(R\). The charge inside \(R\) is

\[
q=\int_0^R4\zeta^3r^2e^{-2\zeta r}dr=1-(1+2w+2w^2)e^{-2w},
\]

and the shells outside contribute \(\int_R^\infty4\zeta^3re^{-2\zeta r}dr=\zeta(1+2w)e^{-2w}\). Hence

\[
J=\frac qR+\zeta(1+2w)e^{-2w}=\frac{1-(1+w)e^{-2w}}R .
\]

The derivatives are

\[
S'=-\frac{\zeta w(1+w)}3e^{-w},\qquad K'=-\zeta^2we^{-w},\qquad J'=-\frac q{R^2}.
\]

In \(J'\), the term \(q'/R=4\zeta^3Re^{-2w}\) cancels the derivative of the outer-shell term.

For \(L\), the cosine rule gives \(\cos\theta_b=(r_b^2+R^2-r_a^2)/(2Rr_b)\). Since \(r_a^2-r_b^2=R^2\xi\eta\), this is \((1-\xi\eta)/(\xi-\eta)\), and

\[
L=\frac{\zeta w^2}{2}\int_1^\infty d\xi\,e^{-w\xi}\int_{-1}^1\frac{(\xi+\eta)(1-\xi\eta)}{\xi-\eta}\,d\eta .
\]

Put \(u=\xi-\eta\). The inner integrand becomes

\[
\frac{(2\xi-u)(1-\xi^2+\xi u)}u=\frac{2\xi(1-\xi^2)}u+3\xi^2-1-\xi u .
\]

Integrating from \(u=\xi-1\) to \(\xi+1\), the last three terms give \(2(3\xi^2-1)-2\xi^2=4\xi^2-2\). Therefore

\[
L=\frac{\zeta w^2}{2}\int_1^\infty e^{-w\xi}\left[4\xi^2-2-2\xi(\xi^2-1)\ln\frac{\xi+1}{\xi-1}\right]d\xi. \tag{7}
\]

**Energy.** From \(\nabla^2a=(\zeta^2-2\zeta/r_a)a\) and its counterpart for \(b\),

\[
H\psi=\left(\frac1R-\frac{\zeta^2}2\right)\psi+(\zeta-1)\left(\frac a{r_a}+\frac b{r_b}\right)-\frac a{r_b}-\frac b{r_a}. \tag{8}
\]

By symmetry \(\langle\psi|H\psi\rangle=2\langle a|H\psi\rangle\), and \(N=2(1+S)\). With \(\langle a|1/r_a|a\rangle=\zeta\),

\[
E=\frac1R-\frac{\zeta^2}2+\frac X{1+S},\qquad X=\zeta(\zeta-1)+(\zeta-2)K-J. \tag{9}
\]

**Pulay term.** Since \(\partial r_b/\partial R=(R-z)/r_b=\cos\theta_b\), moving the nucleus changes the trial function by

\[
\partial_R\psi=p,\qquad p=\partial_Rb=-\zeta\cos\theta_b\,b .
\]

This is a p-type function on \(b\), which a change of \(\zeta\) cannot supply. Its overlaps with the terms of (8) follow from parity about \(b\), or from differentiating integrals whose operator stays with nucleus \(a\):

- \(\langle p|b\rangle=0\) and \(\langle p|b/r_b\rangle=0\), because \(\cos\theta_b\) averages to zero over a sphere about \(b\).
- \(\langle p|a\rangle=S'\) and \(\langle p|a/r_a\rangle=K'\), because only \(b\) moves.
- \(\langle p|b/r_a\rangle=\tfrac12J'\), because \(b\) occurs twice in \(\langle b|1/r_a|b\rangle=J\).
- \(\langle p|a/r_b\rangle=-\zeta L\), by the definition of \(L\).

The factor 2 in (2) cancels the 2 in \(N\), and

\[
P=\frac{\left(\frac1R-E-\frac{\zeta^2}2\right)S'+(\zeta-1)K'+\zeta L-\frac12J'}{1+S}. \tag{10}
\]

**Electrostatic term.** The explicit change of the Hamiltonian is

\[
\frac{\partial H}{\partial R}=\frac{\cos\theta_b}{r_b^2}-\frac1{R^2}.
\]

In \(\langle\psi|\cos\theta_b/r_b^2|\psi\rangle\), the \(bb\) part vanishes by parity and the \(aa\) part is \(-J'\). For the cross part \(M=\langle a|\cos\theta_b/r_b^2|b\rangle\), differentiate \(K\), in which both \(b\) and \(1/r_b\) move:

\[
K'=\langle a|\tfrac1{r_b}|p\rangle-M=-\zeta L-M .
\]

Thus \(M=-K'-\zeta L\). Adding \(-J'+2M\) and dividing by \(2(1+S)\),

\[
\left\langle\frac{\partial H}{\partial R}\right\rangle=-\frac1{R^2}-\frac{\frac12J'+K'+\zeta L}{1+S}. \tag{11}
\]

In the sum of (10) and (11) the integral \(L\) cancels. Equation (9) gives \(1/R-E-\zeta^2/2=-X/(1+S)\), while \(X'=(\zeta-2)K'-J'\), so

\[
\left\langle\frac{\partial H}{\partial R}\right\rangle+P=-\frac1{R^2}+\frac{X'}{1+S}-\frac{XS'}{(1+S)^2}=\left.\frac{\partial E}{\partial R}\right|_\zeta ,
\]

as (3) requires.

**Large distance.** As \(R\to\infty\) with \(\zeta\) near 1, \(S\), \(K\), \(L\) and their derivatives decay exponentially, while \(J'\to-1/R^2\). Then

\[
P\to\frac1{2R^2},\qquad\left\langle\frac{\partial H}{\partial R}\right\rangle\to-\frac1{2R^2}.
\]

The electrostatic term sees nucleus \(a\) screened by half an electron; the half electron around \(b\) is spherical and exerts no force on its own nucleus. The resulting repulsion is absent from the energy curve of this model, and \(P\) cancels it. At \(R=20\) bohr the computed \(2R^2P\) is 1.0000.

## Numbers at R = 2 bohr

The optimized exponent is \(\zeta=1.2387\) bohr\(^{-1}\), and the energy is \(-0.5865\) hartree. The integrals needed are \(S=0.46374\), \(S'=-0.29866\), \(J'=-0.21787\), \(K'=-0.31916\) and \(L=0.15267\) in atomic units. The first bracket in (10) is \(0.5+0.58651-0.76719=0.31932\). The four terms of the numerator then give

\[
P=\frac{-0.09537-0.07618+0.18911+0.10894}{1.46374}=0.08642 ,
\]

and (11) gives

\[
\left\langle\frac{\partial H}{\partial R}\right\rangle=-0.25-\frac{-0.10894-0.31916+0.18911}{1.46374}=-0.08673 ,
\]

both in hartree/bohr. The Pulay term corresponds to 7.12 nN. The sum is \(-0.00031\) hartree/bohr, equal to the slope of the re-optimized energy. The model's equilibrium is close by, at 2.003 bohr.

The electrostatic term alone is negative, hence repulsive, at all 47 distances scanned from 0.5 to 12 bohr. For this trial function it shows no equilibrium on that grid. The numerical check also compares (10) and (11) with direct quadrature of their definitions.

## Two ways to restore closure

**Change the frame.** Closure depends on which coordinates are held fixed. In scaled coordinates \(\mathbf s=\mathbf r/R\), the Hamiltonian is

\[
h(R)=-\frac{\nabla_s^2}{2R^2}+\frac1R\left(1-\frac1{s_a}-\frac1{s_b}\right),
\]

and the trial functions are proportional to \(e^{-ws_a}+e^{-ws_b}\). With \(w\) free, this set is the same for every \(R\). Hurley's condition holds, and (1) becomes

\[
\frac{dW}{dR}=-\frac{2T+V}R ,
\]

where \(T\) is the kinetic energy and \(V\) the potential energy including \(1/R\). At \(R=2\) bohr, \(T=0.587126\) and \(V=-1.173632\) hartree give \(-0.00031\) hartree/bohr, with no Pulay term.

If \(\zeta\) is held fixed instead, \(w=\zeta R\) changes with \(R\) and the chain rule leaves a remainder:

\[
\left.\frac{\partial E}{\partial R}\right|_\zeta=-\frac{2T+V}R+\frac\zeta R\frac{\partial E}{\partial\zeta}.
\]

For \(\zeta=1\) the two terms are \(0.0838\) and \(-0.1376\), with sum \(-0.0538\) hartree/bohr. Here the scaled frame does not help, because the parameter that would close the family has not been optimized.

**Free the centres.** In ordinary coordinates, let the functions leave the nuclei. Take four s Gaussians on each of two centres \(z_1,z_2\), with exponents 0.2, 0.8, 3.2 and 12.8 bohr\(^{-2}\) and free linear coefficients. If the centres are tied to the nuclei, \(z_1=0\) and \(z_2=R\), then \(\partial_R\psi=\partial\psi/\partial z_2\), and (4) gives

\[
P=\left.\frac{\partial E}{\partial z_2}\right|_{\text{nuclei fixed}} .
\]

The Pulay term is the energy slope for dragging the functions off their nucleus. At \(R=2\) bohr it is \(0.0859\) hartree/bohr. Its positive sign means that a small displacement of the functions towards the other nucleus lowers the energy.

If both centres are free parameters, the family no longer refers to \(R\), and optimization sets this slope to zero. The centres settle 0.109 bohr inside the nuclei, and the energy falls from \(-0.5877\) to \(-0.5968\) hartree. The electrostatic term and the slope of the re-optimized energy then agree, both being \(0.001665\) hartree/bohr. With the centres tied to the nuclei they are \(-0.0841\) and \(0.0019\). All these energies belong to limited bases and are not exact.

The inequality (6) separates the two families as well. Freeze the optimum at \(R=2\) bohr and move nucleus \(b\) by 0.05 bohr. With floating centres, the frozen function lies above the new optimum by 0.00076 hartree for the outward move and 0.00082 hartree for the inward one. For the family with centres tied to the nuclei and an outward move, it lies 0.0033 hartree below the new optimum. This does not contradict the variational principle: the frozen function, whose centre stayed behind, is no longer in the family over which the new optimum was sought.

## Calculated quantities

```
Distance R = 2.0 bohr; slopes are dE/dR in hartree/bohr
[Slater, zeta = 1] zeta = 1.000000 1/bohr, w = 2.000000
  energy = -0.553771 hartree
  S = 0.586453, J = 0.472527 hartree
  K = 0.406006 hartree, L = 0.153472 hartree
  S' = -0.270671 1/bohr
  J' = -0.190474, K' = -0.270671 hartree/bohr
  electrostatic term = -0.116094 hartree/bohr
  Pulay term = 0.062289 hartree/bohr
  total slope = -0.053804 hartree/bohr
  T = 0.386258, V = -0.940029 hartree (V with 1/R)
  -(2T+V)/R = 0.083757 hartree/bohr
  (zeta/R) dE/dzeta = -0.137561 hartree/bohr
[Slater, optimized zeta] zeta = 1.238698 1/bohr, w = 2.477396
  energy = -0.586506 hartree
  S = 0.463739, J = 0.487743 hartree
  K = 0.361660 hartree, L = 0.152672 hartree
  S' = -0.298658 1/bohr
  J' = -0.217872, K' = -0.319159 hartree/bohr
  electrostatic term = -0.086733 hartree/bohr
  Pulay term = 0.086423 hartree/bohr
  total slope = -0.000310 hartree/bohr
  T = 0.587126, V = -1.173632 hartree (V with 1/R)
  -(2T+V)/R = -0.000310 hartree/bohr
  (zeta/R) dE/dzeta = -0.000000 hartree/bohr
Pulay term, optimized zeta = 7.120 nN
Slope of re-optimized energy = -0.000310 hartree/bohr
Equilibrium distance, optimized zeta = 2.0033 bohr
Scan R = 0.5 to 12.0 bohr, 47 points:
  largest electrostatic term = -0.003457 hartree/bohr
At R = 20 bohr: 2 R^2 * Pulay = 1.000016
  2 R^2 * electrostatic = -0.999995
  total slope = 2.6e-08 hartree/bohr
[Gaussians] exponents = 0.2, 0.8, 3.2, 12.8 1/bohr^2
  fixed: energy = -0.587746 hartree
  fixed: electrostatic term = -0.084057 hartree/bohr
  fixed: Pulay term = 0.085933 hartree/bohr
  fixed: total slope = 0.001876 hartree/bohr
  floating: centres z = 0.10863 and 1.89137 bohr
  floating: energy = -0.596837 hartree
  floating: electrostatic term = 0.001665 hartree/bohr
  floating: total slope = 0.001665 hartree/bohr
Frozen minus re-optimized energy, b moved by 0.05 bohr:
  floating, outward = 0.000758 hartree
  floating, inward = 0.000821 hartree
  fixed, outward = -0.003332 hartree
```
